# The Coulomb gap in three dimensions and the Efros-Shklovskii hopping exponent: a numerical check

```python
# Result under test: in three dimensions the Coulomb interaction B/r between
# localized electrons gives a density of states g = alpha*eps^2/B^3 near the
# chemical potential (alpha = 3/(2 pi) in the Poisson closure), and hopping
# in it gives ln(resistivity) = xi = (T_ES/T)^(1/2), k*T_ES = beta*B/a.
# eps: energy from the chemical potential; a: decay length of the states;
# B = e^2/(4 pi eps0 kappa); g0: bare density of states;
# E0 = sqrt(4 pi B^3 g0/3); x = eps/E0; f = g/g0.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)
alpha = 3 / (2 * np.pi)

# ---- Exclusion probability: sampled sites against the exponential formula
eps_test, g_test, trials = 0.5, 0.1, 40000     # B = 1, flat g on 0..1
R = 1 / eps_test                               # largest exclusion radius
counts = rng.poisson(g_test * 4 * np.pi / 3 * R**3, trials)
owner = np.repeat(np.arange(trials), counts)
radius = R * rng.random(len(owner)) ** (1 / 3)
partner = rng.random(len(owner))
violates = radius < 1 / (eps_test + partner)
p_sampled = np.mean(np.bincount(owner[violates], minlength=trials) == 0)
integral = quad(lambda y: g_test / (eps_test + y) ** 3, 0, 1)[0]
p_formula = np.exp(-4 * np.pi / 3 * integral)
assert abs(p_sampled - p_formula) < 0.0125     # five standard errors
print(f"exclusion probability, sampled: {p_sampled:.3f}")
print(f"exclusion probability, formula: {p_formula:.3f}")

# ---- Self-consistent equation ln f(x) = -int f(y) dy/(x+y)^3, by Newton
lnx = np.linspace(np.log(1e-30), np.log(1e3), 761)
x = np.exp(lnx)
step = lnx[1] - lnx[0]
weight = step * x
weight[[0, -1]] *= 0.5
kernel = weight[None, :] / (x[:, None] + x[None, :]) ** 3
tail = 0.5 / (x + x[-1]) ** 2                  # f = 1 beyond the grid
u = np.log(2 * x**2 / (1 + 2 * x**2))
for _ in range(200):
    f = np.exp(u)
    residual = u + kernel @ f + tail
    if np.max(np.abs(residual)) < 1e-10:
        break
    change = np.linalg.solve(np.eye(len(x)) + kernel * f[None, :], -residual)
    u = u + np.clip(change, -1, 1)
assert np.max(np.abs(residual)) < 1e-10
log_amplitude = CubicSpline(lnx, u - 2 * lnx)


def amplitude(xv):
    return float(np.exp(log_amplitude(np.log(xv))))


amp_limit = amplitude(1e-25)
assert abs(amp_limit - 2) < 0.02               # remaining slow correction
print(f"f/x^2 at x = 1e-25 (limit 2): {amp_limit:.4f}")
for xv in (1.0, 0.3, 0.1, 0.01, 0.001):
    m_loc = 2 + float(log_amplitude(np.log(xv), 1))
    p_loc = (m_loc + 1) / (m_loc + 4)
    print(f"x = {xv:g}: f/x^2 = {amplitude(xv):.3f}, "
          f"local power m = {m_loc:.3f}, (m+1)/(m+4) = {p_loc:.3f}")

# Correction exponent s: integral identity, then root against the solution
s_try = -0.5
lhs = quad(lambda t: t ** (2 + s_try) / (1 + t) ** 3, 0, np.inf)[0]
rhs = -np.pi * (1 + s_try) * (2 + s_try) / (2 * np.sin(np.pi * s_try))
assert abs(lhs - rhs) < 1e-6
root = complex(mp.findroot(
    lambda s: mp.sin(mp.pi * s) - mp.pi * (1 + s) * (2 + s),
    mp.mpc(0.1, 1.0)))
lag = 10
ln_fit = np.arange(np.log(1e-24), np.log(1e-16), step)
delta = lambda z: np.exp(log_amplitude(z)) / 2 - 1
design = np.column_stack([delta(ln_fit), delta(ln_fit - lag * step)])
c1, c2 = np.linalg.lstsq(design, delta(ln_fit + lag * step), rcond=None)[0]
z_root = max(np.roots([1, -c1, -c2]).astype(complex), key=lambda z: z.imag)
s_fit = np.log(z_root) / (lag * step)
assert root.real > 0 and abs(s_fit - root) < 0.02
print(f"correction exponent s, root: {root.real:.4f} + {root.imag:.4f} i")
print(f"correction exponent s, from solution: "
      f"{s_fit.real:.4f} + {s_fit.imag:.4f} i")

# ---- Coulomb glass on a periodic cubic lattice, B = lattice constant = 1
side, samples = 10, 8
N = side**3
grid = np.array(np.unravel_index(np.arange(N), (side,) * 3)).T
sep = np.abs(grid[:, None, :] - grid[None, :, :])
sep = np.minimum(sep, side - sep)
dist = np.sqrt(np.sum(sep**2, axis=2))
np.fill_diagonal(dist, np.inf)
v = 1 / dist


def total_energy(phi, n):
    return phi @ n + 0.5 * (n - 0.5) @ v @ (n - 0.5)


distances_from_mu = []
for sample in range(samples):
    phi = rng.uniform(-1, 1, N)
    n = np.zeros(N)
    n[np.argsort(phi)[: N // 2]] = 1
    e = phi + v @ (n - 0.5)
    if sample == 0:                            # transfer energy, definition
        i, j = np.flatnonzero(n == 1)[7], np.flatnonzero(n == 0)[11]
        moved = n.copy()
        moved[i], moved[j] = 0, 1
        direct = total_energy(phi, moved) - total_energy(phi, n)
        assert abs(direct - (e[j] - e[i] - v[i, j])) < 1e-9
    while True:
        occ, emp = np.flatnonzero(n == 1), np.flatnonzero(n == 0)
        i, j = occ[np.argmax(e[occ])], emp[np.argmin(e[emp])]
        if e[j] - e[i] - v[i, j] > -1e-9:      # then search all pairs
            cost = e[emp][None, :] - e[occ][:, None] - v[np.ix_(occ, emp)]
            k = np.argmin(cost)
            if cost.flat[k] > -1e-9:
                break
            i, j = occ[k // len(emp)], emp[k % len(emp)]
        n[i], n[j] = 0, 1
        e += v[:, j] - v[:, i]
    mu = 0.5 * (e[occ].max() + e[emp].min())
    distances_from_mu.append(np.abs(e - mu))
d = np.concatenate(distances_from_mu)
edges = 0.2 * 1.75 ** np.arange(3)             # bins of equal ratio
low, high = np.histogram(d, edges)[0]
m_glass = np.log(high / low) / np.log(1.75) - 1
m_error = np.sqrt(1 / low + 1 / high) / np.log(1.75)
shell = (edges[1]**3 - edges[0]**3) / 3
alpha_glass = low / (samples * N * 2 * shell)
# Closure in the same two bins; bare potentials of width 2 give g0 = 1/2
g0_glass = 0.5
E0_glass = np.sqrt(4 * np.pi * g0_glass / 3)
low_c, high_c = [
    quad(lambda s: g0_glass * amplitude(s / E0_glass) * (s / E0_glass) ** 2,
         edges[b], edges[b + 1])[0] for b in (0, 1)]
m_closure = np.log(high_c / low_c) / np.log(1.75) - 1
alpha_closure = low_c / shell
# Wide limits: a sample of 10 lattice constants has a narrow scaling window
assert 1.2 < m_glass < 3.0
assert abs(m_glass - m_closure) < 0.8
assert 0.5 < alpha_glass / alpha_closure < 2
print(f"Coulomb glass: {samples} samples of {N} sites")
print(f"glass energy bin edges (B/lattice constant): "
      f"{edges[0]:.3f}, {edges[1]:.3f}, {edges[2]:.3f}")
print(f"glass site counts in the two bins: {low}, {high}")
print(f"gap power m: glass {m_glass:.2f} +- {m_error:.2f} (counting error), "
      f"closure in same bins {m_closure:.2f}")
print(f"g B^3/eps^2 in lower bin: glass {alpha_glass:.3f}, "
      f"closure {alpha_closure:.3f}")
print(f"asymptotic alpha = 3/(2 pi): {alpha:.4f}")


# ---- Percolation between metal contacts at x = 0 and x = 1 of a unit cube
def critical_xi(pos, en, a, kT, layers=8):
    cap = 8.0
    while True:
        active = np.abs(en) < kT * cap
        p, w = pos[active], en[active]
        m = len(p)
        level = np.abs(w) / (kT * cap)
        rows, cols, bond = [], [], []
        # A bond whose larger |energy| is a fraction q of the band can be
        # at most (1 - q) times the longest length: search in energy layers
        for layer in range(layers):
            sub = np.flatnonzero(level < (layer + 1) / layers)
            if len(sub) < 2:
                continue
            reach = a * cap / 2 * (1 - layer / layers)
            pair = cKDTree(p[sub]).query_pairs(reach, output_type="ndarray")
            i, j = sub[pair[:, 0]], sub[pair[:, 1]]
            here = np.maximum(level[i], level[j]) >= layer / layers
            i, j = i[here], j[here]
            r = np.linalg.norm(p[i] - p[j], axis=1)
            hop = 0.5 * (np.abs(w[i]) + np.abs(w[j]) + np.abs(w[i] - w[j]))
            b = 2 * r / a + hop / kT
            use = b <= cap
            rows.append(i[use])
            cols.append(j[use])
            bond.append(b[use])
        rows += [np.arange(m), np.arange(m)]
        cols += [np.full(m, m), np.full(m, m + 1)]
        bond += [2 * p[:, 0] / a + np.abs(w) / kT,
                 2 * (1 - p[:, 0]) / a + np.abs(w) / kT]
        rows, cols = np.concatenate(rows), np.concatenate(cols)
        bond = np.concatenate(bond)

        def spans(xi):
            keep = bond <= xi
            graph = coo_matrix((np.ones(keep.sum()), (rows[keep], cols[keep])),
                               shape=(m + 2, m + 2))
            label = connected_components(graph, directed=False)[1]
            return label[m] == label[m + 1]

        if spans(cap):
            break
        cap *= 1.2
    lo, hi = 0.0, cap
    for _ in range(12):
        mid = 0.5 * (lo + hi)
        if spans(mid):
            hi = mid
        else:
            lo = mid
    return hi


sites_gap, sites_flat, runs = 30000, 15000, 4
W_gap = (3 * sites_gap / (2 * alpha)) ** (1 / 3)   # B = 1, g = alpha eps^2
a_gap = 0.03
kT_gap = 0.058 * W_gap**2 * a_gap * np.array([1, 0.5, 0.25])
a_flat = 0.015
kT_flat = 0.07 * np.array([1, 8**-0.5, 1 / 8])
xi_gap, xi_flat = np.zeros((runs, 3)), np.zeros((runs, 3))
for run in range(runs):
    pos_gap = rng.random((sites_gap, 3))
    pos_flat = rng.random((sites_flat, 3))
    sign = rng.choice([-1, 1], sites_gap)
    en_gap = sign * W_gap * rng.random(sites_gap) ** (1 / 3)
    en_flat = rng.uniform(-1, 1, sites_flat)
    for t in range(3):
        xi_gap[run, t] = critical_xi(pos_gap, en_gap, a_gap, kT_gap[t])
        xi_flat[run, t] = critical_xi(pos_flat, en_flat, a_flat, kT_flat[t])
assert np.all(xi_gap * kT_gap < W_gap)         # energy cutoff plays no part
assert np.all(xi_flat * kT_flat < 1)
p_gap = -np.polyfit(np.log(kT_gap), np.log(xi_gap).mean(axis=0), 1)[0]
p_flat = -np.polyfit(np.log(kT_flat), np.log(xi_flat).mean(axis=0), 1)[0]
beta_runs = xi_gap[:, 0] ** 2 * a_gap * kT_gap[0]
beta = beta_runs.mean()
beta_err = beta_runs.std(ddof=1) / np.sqrt(runs)
nu_c = alpha * (beta / 2) ** 3
print(f"percolation: {runs} samples of {sites_gap} sites (quadratic gap) "
      f"and {sites_flat} sites (flat)")
for t in range(3):
    print(f"quadratic gap, T/T_top = {kT_gap[t] / kT_gap[0]:.2f}: "
          f"mean xi = {xi_gap[:, t].mean():.2f}")
print(f"hopping exponent, quadratic gap: {p_gap:.3f}")
print(f"hopping exponent, flat density: {p_flat:.3f}")
print(f"beta for asymptotic alpha: {beta:.2f} +- {beta_err:.2f} "
      f"(sample scatter)")
print(f"critical dimensionless density nu_c: {nu_c:.1f}")
# Tolerance covers finite-size shifts and the scatter of four samples
assert abs(p_gap - 0.5) < 0.04
assert abs(p_flat - 0.25) < 0.04

# ---- Worked example in SI units, round model parameters
kappa, a_len, density = 12.0, 8e-9, 1e24
meV = 1e-3 * const.e
spread = 30 * meV
B = const.e**2 / (4 * np.pi * const.epsilon_0 * kappa)
g0 = density / spread
E0 = np.sqrt(4 * np.pi * B**3 * g0 / 3)
x_typ = 0.2                                    # typical of the hops below
alpha_typ = alpha * amplitude(x_typ) / 2
beta_typ = 2 * (nu_c / alpha_typ) ** (1 / 3)
gap = np.sqrt(g0 * B**3 / alpha_typ)           # alpha_typ gap^2/B^3 = g0
T_ES = beta_typ * B / (a_len * const.k)
T_upper = gap**2 / (const.k**2 * T_ES)         # where k T xi = gap
print(f"kappa = {kappa:g}, a = {a_len * 1e9:g} nm")
print(f"site density = {density:.1e} m^-3, spread = {spread / meV:g} meV")
print(f"B = {B:.4e} J m")
print(f"g0 = {g0:.4e} J^-1 m^-3")
print(f"E0 = {E0 / meV:.2f} meV")
print(f"amplitude alpha at x = {x_typ:g}: {alpha_typ:.3f}")
print(f"beta with this amplitude: {beta_typ:.2f}")
print(f"gap scale = {gap / meV:.2f} meV")
print(f"T_ES = {T_ES:.0f} K")
print(f"k T_ES = {const.k * T_ES / meV:.1f} meV")
print(f"upper temperature scale = {T_upper:.1f} K")
for T in (0.5, 1.0, 2.0):
    xi = np.sqrt(T_ES / T)
    band = const.k * T * xi
    print(f"T = {T:g} K: xi = {xi:.2f}, longest hop = "
          f"{a_len * xi / 2 * 1e9:.1f} nm, band = {band / meV:.2f} meV, "
          f"x = {band / E0:.3f}")
    assert band < gap
decades = (np.sqrt(T_ES / 0.5) - np.sqrt(T_ES / 2)) / np.log(10)
print(f"log10 of resistivity ratio, 0.5 K to 2 K: {decades:.2f}")
print("every check passed")
```

Printed output:

```
exclusion probability, sampled: 0.474
exclusion probability, formula: 0.475
f/x^2 at x = 1e-25 (limit 2): 1.9997
x = 1: f/x^2 = 0.793, local power m = 0.345, (m+1)/(m+4) = 0.310
x = 0.3: f/x^2 = 3.603, local power m = 1.267, (m+1)/(m+4) = 0.430
x = 0.1: f/x^2 = 4.173, local power m = 2.432, (m+1)/(m+4) = 0.534
x = 0.01: f/x^2 = 0.913, local power m = 2.234, (m+1)/(m+4) = 0.519
x = 0.001: f/x^2 = 1.921, local power m = 1.474, (m+1)/(m+4) = 0.452
correction exponent s, root: 0.1335 + 0.9873 i
correction exponent s, from solution: 0.1330 + 0.9866 i
Coulomb glass: 8 samples of 1000 sites
glass energy bin edges (B/lattice constant): 0.200, 0.350, 0.613
glass site counts in the two bins: 218, 1082
gap power m: glass 1.86 +- 0.13 (counting error), closure in same bins 1.44
g B^3/eps^2 in lower bin: glass 1.172, closure 1.050
asymptotic alpha = 3/(2 pi): 0.4775
percolation: 4 samples of 30000 sites (quadratic gap) and 15000 sites (flat)
quadratic gap, T/T_top = 1.00: mean xi = 9.55
quadratic gap, T/T_top = 0.50: mean xi = 13.45
quadratic gap, T/T_top = 0.25: mean xi = 19.02
hopping exponent, quadratic gap: 0.496
hopping exponent, flat density: 0.264
beta for asymptotic alpha: 9.87 +- 0.12 (sample scatter)
critical dimensionless density nu_c: 57.3
kappa = 12, a = 8 nm
site density = 1.0e+24 m^-3, spread = 30 meV
B = 1.9226e-29 J m
g0 = 2.0805e+44 J^-1 m^-3
E0 = 15.53 meV
amplitude alpha at x = 0.2: 1.059
beta with this amplitude: 7.57
gap scale = 7.38 meV
T_ES = 1317 K
k T_ES = 113.5 meV
upper temperature scale = 5.6 K
T = 0.5 K: xi = 51.32, longest hop = 205.3 nm, band = 2.21 meV, x = 0.142
T = 1 K: xi = 36.29, longest hop = 145.2 nm, band = 3.13 meV, x = 0.201
T = 2 K: xi = 25.66, longest hop = 102.6 nm, band = 4.42 meV, x = 0.285
log10 of resistivity ratio, 0.5 K to 2 K: 11.14
every check passed
```
